Why small-stress piezoresistance coefficients fail at several gigapascals

**The argument under comment**

The manuscript considers an n-type cubic semiconductor with three pairs of conduction valleys on the cube axes. It obtains a piezoresistance coefficient π from resistivity changes at stresses X of about 0.05 GPa, and then uses

ρ(X)/ρ0 = 1 + πX

up to 4 GPa, in tension and in compression. Three reasons are offered. The data at small stress lie close to a straight line. The crystal is assumed to remain linearly elastic, with band energies linear in strain. Finally, one compressive point near 3 GPa agrees with the extrapolated line.

The first two premises can be granted for stress along [100]; for [110] the second will need correction. The question is whether linear strain and linear energy shifts make the resistivity linear too, and what the agreeing point is worth.

**What is being differentiated**

Let R = ρ/ρ0, with X positive in tension and current parallel to the stress. The coefficient is π = dR/dX at X = 0. It fixes a tangent and says nothing about the range over which the curve follows it.

An ambiguity appears at once. One may equally extrapolate the conductivity, which gives R = 1/(1 − πX). Since 1/(1 − πX) = 1 + πX + (πX)² + …, the two rules share the same π and differ from second order on. Small-stress data reduced to one coefficient cannot choose between them.

I keep the carrier density fixed and use Boltzmann statistics with one constant relaxation time τ. Changes of scattering and of sample dimensions are left out. In a weak field F the relaxation-time solution shifts the occupation f by an amount proportional to eτFv(−∂f/∂E), and for Boltzmann statistics −∂f/∂E = f/kT. The current is therefore proportional to

e²τF Σ v²f/kT.

In a parabolic valley, equipartition gives ⟨v²⟩ = kT/m along the current. The conductivity per carrier is then proportional to

g = Σ p_v/m_v,

where p_v is the population share of valley pair v. Stress can act through p_v or through m_v, and I take these in turn.

**Stress along [100]: populations alone**

The valley on axis i shifts by Ξu e_ii plus a part common to all valleys, which drops out at fixed density. Subtracting two rows of Hooke's law gives (C11 − C12)(e_xx − e_yy) = X, so tension raises the x valleys above the others by Ξu X/(C11 − C12). Define

s = Ξu X/[(C11 − C12)kT], u = exp(−s), r = ml/mt.

There is no shear in the cube axes, so I hold the masses fixed. The shares are p_x = u/(u + 2) and p_y = p_z = 1/(u + 2). Along [100] the x valleys show the longitudinal mass ml, the other two pairs the transverse mass mt. Hence

g = (u/ml + 2/mt)/(u + 2) = (u + 2r)/[ml(u + 2)].

At zero stress u = 1 and g0 = (1 + 2r)/(3ml). Since R = g0/g,

R = (1 + 2r)(u + 2)/[3(u + 2r)].

The energy shift is linear in stress and the population is not. To see the shape of the curve, write (u + 2)/(u + 2r) = 1 − 2(r − 1)/(u + 2r) and differentiate, using du/ds = −u:

dR/ds = −[2(r − 1)(1 + 2r)/3] u/(u + 2r)².

A second derivative needs d/du of u/(u + 2r)², which is (2r − u)/(u + 2r)³. Multiplying by −u and by the negative prefactor gives

d²R/ds² = [2(r − 1)(1 + 2r)/3] u(2r − u)/(u + 2r)³.

At u = 1 these become −A and A(2r − 1)/(2r + 1), with A = 2(r − 1)/[3(2r + 1)]. Therefore

R = 1 − As + (A/2)[(2r − 1)/(2r + 1)]s² + …

and π = −AΞu/[(C11 − C12)kT]. Relative to the linear change, the first correction has size

|s|(2r − 1)/[2(2r + 1)].

Linearity thus requires a valley splitting small compared with kT. A small elastic strain is not sufficient. Setting the correction to 10% gives |s| = 0.2(2r + 1)/(2r − 1), and the linear resistivity change at that point is

A|s| = 0.4(r − 1)/[3(2r − 1)].

For r > 1 this rises with r towards 0.067. In this model, to second order, the line is good to 10% of the change only while the change itself is below this value: never more than about 7%, and 5.9% for r = 5 or 4.4% for r = 2. A larger deformation potential increases |π| and shortens the linear range by the same factor.

**The [100] numbers**

I use round model parameters at 300 K, where kT = 25.85 meV: ml = 1 and mt = 0.2 electron masses, Ξu = 9 eV, C11 = 160 GPa and C12 = 60 GPa. The splitting is 9 eV/100 = 90 meV per GPa, so s = 90/25.85 = 3.48 per GPa. With r = 5, A = 8/33 = 0.242, and

π = −(8/33) × 3.48 = −0.844 per GPa.

At 0.05 GPa the model gives R = 0.9607 and the line gives 0.9578. The resistivities differ by only 0.3%, so the data can look straight. The changes are 0.0393 and 0.0422, so the true change is already 7% below the linear one. It is 10% below at 0.074 GPa; the second-order estimate gives 0.070 GPa.

Measuring both signs of stress gives a good coefficient and can hide this warning. At −0.05 GPa, R = 1.0453. The odd part yields (1.0453 − 0.9607)/0.1 = 0.846 per GPa in magnitude, within about 0.3% of |π|, because the quadratic term cancels. The even part, (1.0453 + 0.9607)/2 − 1 = 0.0030, is that quadratic term and should be reported.

In strong tension u → 0 and the x valleys empty. All carriers then move with mass mt, and

R → (1 + 2r)/(3r) = 11/15 = 0.733.

At 1 GPa the x share is 1.5% and R = 0.742, already near this limit. The line gives 0.156 there, reaches zero at 1/0.844 = 1.18 GPa, and gives −2.38 at 4 GPa. A negative resistivity is impossible here, since g is a sum of positive terms. Extrapolating the conductivity instead gives 1/(1 + 3.38) = 0.23 at 4 GPa: positive, and still less than a third of the model value.

**The agreeing point in compression**

In compression s is negative and u grows. All carriers end in the x valleys with the heavy mass, so

R → (1 + 2r)/3 = 11/3 = 3.67.

The second derivative found above is positive for u < 2r and negative for u > 2r. The resistivity first rises faster than its tangent, then bends over. The inflection lies at u = 10, that is at X = −ln 10/3.48 = −0.66 GPa. At −1 GPa the model gives R = 2.98 and the line 1.84: here extrapolation underestimates the response. At −4 GPa the model gives 3.67 and the line 4.38: here it overestimates.

Between these stresses the curves must cross. They cross once at nonzero compression. Their difference starts with zero value and zero slope, is convex up to the inflection, and is concave afterwards, while the line finally outgrows the bounded curve. The crossing is at −3.16 GPa. Its position is not universal. Setting the line equal to the saturated value, 1 + A|s| = (2r + 1)/3, gives |s| ≈ 2r + 1, so the crossing moves to −2.0 GPa for r = 3, to −6.0 GPa for r = 10, and to −0.81 GPa for r = 5 at 77 K. Along [110], treated below, the line lies 0.72 above the model at −3 GPa, so this argument applies to [100] stress only. For [100] stress and parameters like these, an agreeing point near 3 GPa is what a saturating curve also produces, so that one point cannot decide in favour of the line. Points at 1 and 4 GPa would separate the two descriptions.

**Stress along [110]: the valleys change shape**

The manuscript might reply that populations can be computed separately, leaving a linear change of mass. For [110] stress this needs care. The stress components are σ_xx = σ_yy = σ_xy = X/2, and Hooke's law gives

e_xx − e_zz = X/[2(C11 − C12)], e_xy = X/(4C44).

The first strain lowers the z valleys relative to the x and y valleys in tension. The second couples the two bands that meet at the zone boundary on the z axis. The shears e_yz and e_xz vanish, so the x and y valleys keep their shape.

Measure k from the zone boundary, let q² = ħ²k²/m_e (an energy), and give masses in units of m_e. The two-band model is

E± = qz²/(2ml) + (qx² + qy²)/(2mt) ± Λ,

Λ² = (W qz/q0)² + (D e_xy − qx qy/M)².

Here D is the shear deformation potential, M sets the interband coupling, ±q0 are the unstrained minima, and W = q0²/ml. Define η = D e_xy/W. The lower band with qx = qy = 0 is stationary when

qz/ml − (W/q0)² qz/Λ = 0.

Because (W/q0)² = W/ml, a solution with qz ≠ 0 needs Λ = W. Then (W qz/q0)² = W² − η²W², so for |η| < 1

qz² = q0²(1 − η²), Emin = W(1 − η²)/2 − W = −W(1 + η²)/2.

Relative to its unstrained value −W/2, shear lowers the minimum by Wη²/2. This is a quadratic energy shift, although the matrix element D e_xy is linear in strain.

For the in-plane masses, let q1 lie along [110] and q2 along [1−10], so that qx qy = (q1² − q2²)/2. To first order in this product,

Λ ≈ W − η(q1² − q2²)/(2M).

Subtracting Λ adds η(q1² − q2²)/(2M) to the energy, and therefore

1/m1 = 1/mt + η/M, 1/m2 = 1/mt − η/M.

Along the valley axis, differentiating Λ twice gives (W/ml)(ηW)²/Λ³, which is η²/ml at Λ = W. Hence

1/m3 = (1 − η²)/ml.

For |η| > 1 the stationary point with qz ≠ 0 no longer exists. The minimum sits at qz = 0 with Λ = |η|W. The same expansion then has sgn(η) in place of η, and the second derivative of Λ along the axis is 1/(ml|η|):

1/m1 = 1/mt + sgn(η)/M, 1/m3 = (1 − 1/|η|)/ml.

It matters which quantity is nonlinear in stress. In this model the band-bottom inverse mass along [110] is linear in stress up to |η| = 1 and constant beyond. The mass itself, which governs resistivity, is nonlinear from the start: for one valley pair m1/mt = 1/(1 + ηmt/M). The axial curvature and the valley energy are also nonlinear below |η| = 1.

**What the [110] coefficient contains**

At small stress the z valleys lie lower by skT/2, so p_z = exp(s/2)/[exp(s/2) + 2] ≈ 1/3 + s/9. The quadratic energy shift and the density-of-states change enter at order η² and do not affect the slope. An x or y valley has inverse mass (1/ml + 1/mt)/2 along [110]. Thus

g = p_z(1/mt + η/M) + (1 − p_z)(1/ml + 1/mt)/2,

δg = (s/18)(1/mt − 1/ml) + η/(3M).

Since R = g0/g, the coefficient is π = −δg/(g0X), with g0 = (1/ml + 2/mt)/3. The first term moves carriers between valleys; the second bends the z valleys, which hold one third of the carriers at zero stress.

In strong tension p_z approaches 1. Repopulation then stops changing g, while the curvature term in g becomes η/M, three times its initial weight; beyond |η| = 1 this term stops growing as well. The slope of R does not triple, because dR/dX = −(g0/g²)dg/dX and g has grown. The local slope at several gigapascals thus measures a different mixture of effects from the coefficient at zero stress.

Add D = 16 eV, W = 0.25 eV, M = 0.25 and C44 = 80 GPa to the parameters. Then η = 16/(4 × 80 × 0.25) = 0.20 per GPa, and the critical stress is 5 GPa. With g0 = 11/3, the two parts of π are

−(3.48 × 4/18)/3.67 = −0.211 per GPa,

−(0.20 × 4/3)/3.67 = −0.073 per GPa,

which add to −0.284 per GPa.

**Where effective masses also fail**

The paired minima at ±qz are separated by a barrier at qz = 0, where E = −|η|W. Its height is

−|η|W + W(1 + η²)/2 = W(1 − |η|)²/2.

This is 45 meV at 2 GPa and 5 meV at 4 GPa, the latter only a fifth of kT. Separate parabolic valleys then make little sense. Their density of states, proportional to √(m1m2m3), even diverges as |η| → 1, because m3 does.

Even at zero stress, where the barrier is high, carriers at 300 K sample the band away from its parabolic bottom: the mean inverse mass of the z valleys along [110] is 4.61, against 5 at the minimum.

The [110] results below therefore come from thermal integrals of v²f/kT over both branches of the two-band model, with interband coherence neglected. Their zero-stress slope is −0.315 per GPa, 11% larger in magnitude than the effective-mass value. The excess lies in the curvature part, which is −0.107 instead of −0.073 per GPa, 47% larger in magnitude, while the repopulation part is −0.208 instead of −0.211. The two approaches converge on cooling: with valley splitting switched off, the error of the mass formula for the slope is 3.1% at 30 K and 1.5% at 15 K. The extrapolated line is given the integral's own slope, so that it is not blamed for a poor starting coefficient.

At 2 GPa the model gives R = 0.503 and the line 0.371. At 4 GPa it gives 0.411, while the line gives −0.258, having passed zero at 3.18 GPa. At 1 GPa the values are 0.665 and 0.685, closer than in the [100] case. But the model lies below the line at 1 GPa and above it at 2 GPa, so the two cross in between. Agreement at 1 GPa says nothing about the separation that follows, and does not license 4 GPa.

Switching off the shear coupling leaves only the repopulation driven by Ξu. The resistivity ratio is then 0.754 at 2 GPa and 0.737 at 4 GPa: it has nearly stopped changing. The full model continues downwards because the occupied valleys become lighter along the current. Their mean inverse mass, ⟨v²⟩/kT, rises from 4.61 at zero stress to 8.25 at 4 GPa, a ratio of 4.61/8.25 = 0.56. The resistivities with and without shear coupling give the same ratio, 0.411/0.737 = 0.56.

This second mechanism weakens in its turn. The mean inverse mass rises by 2.2 between 0 and 2 GPa, but by 0.15 between 6 and 8 GPa. Thermal averaging rounds the sharp corner that the band bottom has at 5 GPa. The stresses above 5 GPa show the behaviour of the model; whether a given crystal survives them is a separate question.

**Compression along [110]**

Here the z valleys rise and empty. If they were quite empty, the effective-mass formula would give R = g0/[(1/ml + 1/mt)/2] = 3.67/3 = 1.22. The thermal integral gives 1.22 at −2 GPa and 1.23 at −4 GPa. The line gives 1.63 and 2.26. At −4 GPa the predicted increase is 1.26 instead of 0.23, too large by a factor of about 5.5.

This plateau is not a strict high-stress limit. Below the critical shear the z minima lie above the others by

45|X| − 5X² meV, with X in GPa,

where the second term is Wη²/2. The separation is 70 meV at 2 GPa and 100 meV at 4 GPa, and it peaks at 4.5 GPa. Beyond 5 GPa the z minimum follows −W|η|, and the separation becomes 125 − 5|X| meV, which slowly falls. Continued compression would therefore bring carriers back to the z valleys in this model. A plateau over one stress range should not be extrapolated blindly either.

**What follows for the manuscript**

The high-stress values derived from 1 + πX should be withdrawn or replaced by a calculation that follows populations and band shape at each stress. The plateaus found here depend on the assumptions. In the [100] case, keeping the interband coupling changes R at −4 GPa from 3.67 to 3.52, and at 4 GPa from 0.733 to 0.736. Stress-dependent scattering could shift the curves further, and in a degenerate electron gas the population shares must be found by integrating the Fermi–Dirac occupation over the states of each valley, instead of from the factors u. None of these changes turns a zero-stress derivative into information about several gigapascals.

The measured coefficient remains useful as an estimate of the zero-stress derivative, best taken from both signs of stress. It should be quoted with its temperature and direction, together with the even part of the response and the largest stress at which linearity was checked. For a claim at 4 GPa, resistivities are needed at several intermediate stresses of both signs. The numerical output below gives the main computed values; the others follow from the formulas in the text.

Calculated quantities

```
Temperature 300 K; kT = 25.85 meV
Masses: ml=1.00, mt=0.20, M=0.25 m_e
W=0.25, Xi_u=9.0, D=16.0 eV; k0=1.811 1/nm
C11=160, C12=60, C44=80 GPa
[100] splitting = 90.0 meV per GPa
[100] stress scale kT(C11-C12)/Xi_u = 0.2872 GPa
[100] s per GPa = 3.4814; A = 0.2424
[100] pi = -0.8440 per GPa
[100] line reaches zero at 1.185 GPa
[100] line 10% too large in change at 0.0741 GPa
[100] second-order estimate of it: 0.0702 GPa
[100] limits of rho: 0.7333 (tension), 3.6667 (compression)
[100] accidental crossing at -3.159 GPa
[100] X(GPa), x-valley share, rho, line, two-band rho
   -4.00  0.999998   3.6666   4.3759   3.5230
   -1.00  0.942035   2.9765   1.8440   2.8892
   -0.05  0.373068   1.0453   1.0422   1.0446
    0.05  0.295834   0.9607   0.9578   0.9613
    1.00  0.015150   0.7423   0.1560   0.7453
    4.00  0.000000   0.7333  -2.3759   0.7363
[110] eta per GPa = 0.200; critical stress = 5.00 GPa
[110] effective-mass pi = -0.2837 per GPa
  repopulation part -0.2110, curvature part -0.0727
[110] full two-band pi = -0.3146 per GPa
[110] full line reaches zero at 3.179 GPa
[110] X(GPa), z-valley share, rho, line
   -4.00  0.018355   1.2282   2.2584
   -2.00  0.040187   1.2208   1.6292
   -1.00  0.101420   1.1847   1.3146
    1.00  0.785802   0.6650   0.6854
    2.00  0.977893   0.5029   0.3708
    4.00  0.999952   0.4114  -0.2584
[110] repopulation only: pi = -0.2078 per GPa
  rho at 2 GPa = 0.7536, at 4 GPa = 0.7369
z valleys, inverse masses in 1/m_e:
  X(GPa), eta, bottom [110], bottom [001], mean [110]
    0.0  0.00   5.000   1.000   4.609
    2.0  0.40   6.600   0.840   6.837
    4.0  0.80   8.200   0.360   8.249
    6.0  1.20   9.000   0.167   8.713
    8.0  1.60   9.000   0.375   8.862
Barrier between paired minima at 2 GPa: 45.00 meV
Barrier between paired minima at 4 GPa: 5.00 meV
Low-T curvature-slope errors: 3.07% at 30 K, 1.51% at 15 K
DOS factor at eta=0.6: formula 1.4249, integral 1.4431 (15 K)
```
